\section*{Fourier transforms and equal-exponent two-centre overlaps of B functions}

\section*{Setting}

Exponentially decaying orbitals can describe the nuclear cusp and the tail of a bound electron well, but their two-centre integrals are awkward in position space. This problem treats Filter--Steinborn B functions, a basis of such orbitals whose Fourier transforms are simple. Hartree atomic units are used: lengths are in bohr, and the exponent $\alpha>0$ and momentum $p$ are in bohr$^{-1}$.

For $z>0$ the modified Bessel function of the second kind and its reduced form are
\begin{equation}
K_\nu(z)=\frac12\int_0^\infty u^{\nu-1}e^{-\frac z2\left(u+\frac1u\right)}du,
\qquad
\hat k_\nu(z)=\sqrt{\frac2\pi}\,z^\nu K_\nu(z).
\end{equation}
Let $\mathcal Y_l^m(\mathbf r)=r^lY_l^m(\hat{\mathbf r})$ be the solid harmonic, with the Condon--Shortley phase. It is a homogeneous polynomial of degree $l$ that satisfies Laplace's equation. For integers $n\ge1$, $l\ge0$, define
\begin{equation}
B_{n,l}^m(\alpha,\mathbf r)=\frac{\hat k_{n-1/2}(\alpha r)\,\mathcal Y_l^m(\alpha\mathbf r)}{2^{n+l}(n+l)!}.
\label{B}
\end{equation}
These functions are dimensionless and not normalized. The Fourier convention is
\begin{equation}
\bar f(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}f(\mathbf r)\,d^3r .
\end{equation}

\section*{(a) The radial functions}

\textit{Write $\hat k_\nu$ as a superposition of Gaussians in $z$. Deduce a recurrence and find $\hat k_{n-1/2}$ for $n=1,\dots,5$. Which orbitals of exponent $\alpha$ are finite sums of B functions?}

\textbf{Solution.} Put $t=zu/2$ in the definition of $K_\nu$. Then $u^{\nu-1}du=(2/z)^\nu t^{\nu-1}dt$, and the exponent becomes $-t-z^2/(4t)$. Hence
\begin{equation}
\hat k_\nu(z)=\sqrt{\frac2\pi}\,2^{\nu-1}I_\nu,\qquad
I_\nu=\int_0^\infty t^{\nu-1}e^{-t-z^2/(4t)}dt .
\label{gauss}
\end{equation}
The function $t^\nu e^{-t-z^2/(4t)}$ vanishes at both ends, so the integral of its derivative is zero:
\begin{equation}
0=\nu I_\nu-I_{\nu+1}+\tfrac14z^2I_{\nu-1}.
\end{equation}
Multiplying by $\sqrt{2/\pi}\,2^\nu$ gives
\begin{equation}
\hat k_{\nu+1}=2\nu\,\hat k_\nu+z^2\hat k_{\nu-1}.
\label{rec}
\end{equation}

Two starting values are needed. With $t=s^2$,
$I_{1/2}=F(z)=2\int_0^\infty e^{-s^2-z^2/(4s^2)}ds$. Differentiation gives
\begin{equation}
F'(z)=-z\int_0^\infty s^{-2}e^{-s^2-z^2/(4s^2)}ds=-F(z),
\end{equation}
where the last step substitutes $s=z/(2v)$, so that $z\,ds/s^2$ becomes $2\,dv$ after the limits are reversed. Since $F(0)=\sqrt\pi$, $F=\sqrt\pi e^{-z}$ and $\hat k_{1/2}=e^{-z}$. The middle expression is also $-\frac z2I_{-1/2}$, so $I_{-1/2}=2\sqrt\pi e^{-z}/z$ and $\hat k_{-1/2}=e^{-z}/z$.

Write $\hat k_{n-1/2}(z)=q_n(z)e^{-z}$. Equation \eqref{rec} then yields
\begin{align}
q_1&=1,\qquad q_2=1+z,\qquad q_3=z^2+3z+3,\nonumber\\
q_4&=z^3+6z^2+15z+15,\nonumber\\
q_5&=z^4+10z^3+45z^2+105z+105 .
\label{q}
\end{align}
By induction $q_n$ has degree $n-1$ and leading coefficient 1, because $z^2q_{n-1}$ supplies the highest power of $q_{n+1}$. The $q_n$ therefore span all polynomials. Any orbital $e^{-\alpha r}\mathcal Y_l^m(\mathbf r)$ times a polynomial in $r$ is a finite sum of B functions. This covers Slater functions of principal number $N>l$ and Coulomb Sturmians, which are hydrogenic functions with nuclear charge $N\alpha$, so that every $N$ shares the exponent $\alpha$.

\section*{(b) A Gaussian times a solid harmonic}

\textit{Find the Fourier transform of $e^{-cr^2}\mathcal Y_l^m(\mathbf r)$ for $c>0$.}

\textbf{Solution.} Completing the square gives
\begin{equation}
-cr^2-i\mathbf p\cdot\mathbf r=-c\left(\mathbf r+\frac{i\mathbf p}{2c}\right)^2-\frac{p^2}{4c}.
\end{equation}
The integrand is entire in each Cartesian coordinate and decays as a Gaussian in the strip between the old and new contours. The variable $\mathbf u=\mathbf r+i\mathbf p/(2c)$ may therefore be taken real:
\begin{equation}
\int e^{-i\mathbf p\cdot\mathbf r-cr^2}\mathcal Y_l^m(\mathbf r)d^3r
=e^{-p^2/(4c)}\int e^{-cu^2}\mathcal Y_l^m\!\left(\mathbf u-\frac{i\mathbf p}{2c}\right)d^3u .
\end{equation}
As a function of real $\mathbf u$, the polynomial in the last integral satisfies Laplace's equation, and so do its real and imaginary parts. Its average over any sphere about $\mathbf u=0$ equals its value at the centre, $(2c)^{-l}(-i)^l\mathcal Y_l^m(\mathbf p)$. The remaining Gaussian integral is $(\pi/c)^{3/2}$, and $(2\pi)^{-3/2}(\pi/c)^{3/2}=(2c)^{-3/2}$. The transform is
\begin{equation}
(2c)^{-l-3/2}(-i)^l\,\mathcal Y_l^m(\mathbf p)\,e^{-p^2/(4c)} .
\label{gt}
\end{equation}

\section*{(c) The transform of a B function}

\textit{Combine (a) and (b) to obtain $\bar B_{n,l}^m(\alpha,\mathbf p)$, with its constant and phase.}

\textbf{Solution.} Insert \eqref{gauss} with $\nu=n-\frac12$, $z=\alpha r$ into \eqref{B}. Each $t$ contributes a Gaussian with $c=\alpha^2/(4t)$. The order of integration may be exchanged: the absolute spatial integral scales as $c^{-(l+3)/2}\propto t^{(l+3)/2}$, and the resulting $t^{n+l/2}e^{-t}$ is integrable. In \eqref{gt}, $(2c)^{-l-3/2}=(2t/\alpha^2)^{l+3/2}$ and $p^2/(4c)=tp^2/\alpha^2$, so
\begin{align}
\bar B_{n,l}^m={}&\sqrt{\frac2\pi}\,
\frac{2^{n-3/2}\,\alpha^l\,2^{l+3/2}\alpha^{-2l-3}}{2^{n+l}(n+l)!}
(-i)^l\mathcal Y_l^m(\mathbf p)\nonumber\\
&\times\int_0^\infty t^{n+l}e^{-t(1+p^2/\alpha^2)}dt .
\end{align}
The power of $t$ is $(n-\frac32)+(l+\frac32)=n+l$. The integral equals $(n+l)!\,[\alpha^2/(\alpha^2+p^2)]^{n+l+1}$. The factorials and powers of 2 cancel, and the power of $\alpha$ is $l-2l-3+2n+2l+2=2n+l-1$:
\begin{equation}
\boxed{\;\bar B_{n,l}^m(\alpha,\mathbf p)=\sqrt{\frac2\pi}\,\alpha^{2n+l-1}
\frac{(-i)^l\,\mathcal Y_l^m(\mathbf p)}{(\alpha^2+p^2)^{n+l+1}}\;}
\label{FT}
\end{equation}

For a numerical case take $\alpha=1.3$ and $\mathbf p=(0.5,-0.7,0.6)$ bohr$^{-1}$. Then $p^2=1.10$, $\alpha^2+p^2=2.79$, and \eqref{FT} gives $\bar B_{2,1}^0=-0.011026\,i$. Three-dimensional quadrature of the definition gives the same value to the printed digits.

\section*{(d) The overlap with equal exponents}

\textit{Let the second function be centred at $\mathbf R$. Express}
\begin{equation}
S(\mathbf R)=\int B_{n_1,l_1}^{m_1}(\alpha,\mathbf r)^*\,B_{n_2,l_2}^{m_2}(\alpha,\mathbf r-\mathbf R)\,d^3r
\end{equation}
\textit{through B functions of $\mathbf R$, and bound the number of terms.}

\textbf{Solution.} Translation by $\mathbf R$ multiplies the second transform by $e^{-i\mathbf p\cdot\mathbf R}$. Parseval's theorem and \eqref{FT} give
\begin{align}
S={}&\frac2\pi\,\alpha^{2n_1+2n_2+l_1+l_2-2}\,i^{l_1}(-i)^{l_2}\nonumber\\
&\times\int e^{-i\mathbf p\cdot\mathbf R}
\frac{\mathcal Y_{l_1}^{m_1}(\mathbf p)^*\,\mathcal Y_{l_2}^{m_2}(\mathbf p)}
{(\alpha^2+p^2)^{n_1+n_2+l_1+l_2+2}}\,d^3p .
\label{merge}
\end{align}
Because the exponents are equal, the two denominators merge into one power.

Expand the angular product in spherical harmonics. With $m=m_2-m_1$ and $\Delta=(l_1+l_2-l)/2$,
\begin{equation}
\mathcal Y_{l_1}^{m_1*}\mathcal Y_{l_2}^{m_2}=\sum_lG_l\,p^{2\Delta}\mathcal Y_l^m,
\qquad
G_l=\int Y_l^{m*}Y_{l_1}^{m_1*}Y_{l_2}^{m_2}d\Omega .
\end{equation}
The azimuthal integral fixes $m$, and inversion symmetry makes $l_1+l_2-l$ even, so $\Delta$ is an integer. On the sphere, a product of harmonics of degrees $a$ and $b$ contains no degree above $a+b$. Applying this to each pair in $G_l$ gives $|l_1-l_2|\le l\le l_1+l_2$; also $l\ge|m|$.

The extra factor $p^{2\Delta}$ is removed with the binomial theorem:
\begin{equation}
p^{2\Delta}=[(\alpha^2+p^2)-\alpha^2]^\Delta
=\sum_{t=0}^{\Delta}\binom{\Delta}{t}(-\alpha^2)^t(\alpha^2+p^2)^{\Delta-t}.
\end{equation}
Each term is now $\mathcal Y_l^m(\mathbf p)$ over a power of $\alpha^2+p^2$, and so is proportional to some $\bar B_{N,l}^m$. Matching the powers,
\begin{equation}
N+l+1=n_1+n_2+l_1+l_2+2-\Delta+t ,
\end{equation}
and using $l=l_1+l_2-2\Delta$, one finds $N=n_1+n_2+\Delta+t+1$. Equation \eqref{FT} and Fourier inversion give
\begin{align}
\frac{\mathcal Y_l^m(\mathbf p)}{(\alpha^2+p^2)^{N+l+1}}&=\sqrt{\frac\pi2}\,\alpha^{-(2N+l-1)}\,i^l\,\bar B_{N,l}^m,\\
\int e^{-i\mathbf p\cdot\mathbf R}\bar B_{N,l}^m\,d^3p&=(2\pi)^{3/2}B_{N,l}^m(\alpha,-\mathbf R)\nonumber\\
&=(2\pi)^{3/2}(-1)^lB_{N,l}^m(\alpha,\mathbf R).
\end{align}

Collect the factors. The constants give $\frac2\pi\sqrt{\frac\pi2}(2\pi)^{3/2}=4\pi$. The power of $\alpha$ is
\begin{equation}
2n_1+2n_2+l_1+l_2-2+2t-(2N+l-1)=l_1+l_2-l-2\Delta-3=-3 .
\end{equation}
The phase is $i^{l_1}(-i)^{l_2}i^l(-1)^l=i^{l_1-l_2-l}=i^{2\Delta-2l_2}=(-1)^{l_2+\Delta}$. Thus
\begin{equation}
\boxed{\;S(\mathbf R)=\frac{4\pi}{\alpha^3}(-1)^{l_2}\sum_lG_l\sum_{t=0}^{\Delta}(-1)^{\Delta+t}\binom{\Delta}{t}
B_{n_1+n_2+\Delta+t+1,\,l}^{m}(\alpha,\mathbf R)\;}
\label{S}
\end{equation}
Since $\Delta$ runs at most from 0 to $L=\min(l_1,l_2)$, with $\Delta+1$ terms each, there are at most $(L+1)(L+2)/2$ terms. The orders $n_1,n_2$ do not affect this bound.

As an example with a tilted axis, take $(n,l,m)=(2,2,1)$ and $(3,1,0)$, $\alpha=1.3$ bohr$^{-1}$, $\mathbf R=(0.8,-0.5,1.4)$ bohr. Three terms arise, $B_{6,3}^{-1}$, $B_{7,1}^{-1}$ and $B_{8,1}^{-1}$. Weighted with the coefficients and the prefactor of \eqref{S}, they give $S=(-7.221-4.513\,i)\times10^{-5}$ bohr$^3$, in agreement with real-space quadrature.

\section*{(e) Overlaps of 1s and 2p orbitals}

\textit{Let $\mathbf R$ lie along $z$ and put $z=\alpha R$ in the formulas below. Find the overlaps of two normalized 1s orbitals and of two parallel normalized 2p orbitals. Examine small and large $R$.}

\textbf{Solution.} The definitions give
\begin{align}
1s&=\sqrt{\alpha^3/\pi}\,e^{-\alpha r}=4\alpha^{3/2}B_{1,0}^0,\\
2p_m&=\frac{16}{\sqrt3}\,\alpha^{3/2}B_{1,1}^m .
\end{align}
For 1s, $G_0=1/\sqrt{4\pi}$ and $B_{3,0}^0=q_3e^{-z}/(48\sqrt{4\pi})$, so
\begin{equation}
S_{1s}=16\cdot4\pi\,G_0B_{3,0}^0=\tfrac13q_3e^{-z}=e^{-z}\left(1+z+\tfrac13z^2\right).
\end{equation}

For 2p, $l=2$ has $\Delta=0$ and $l=0$ has $\Delta=1$. With the squared normalization factor $256\alpha^3/3$,
\begin{equation}
S_{2p}=\frac{256}{3}\,4\pi\left[G_0\left(B_{4,0}^0-B_{5,0}^0\right)-G_2B_{3,2}^0\right].
\label{p}
\end{equation}
Here $G_0=1/\sqrt{4\pi}$. Integrating $Y_2^0|Y_1^m|^2$ gives $G_2=1/\sqrt{5\pi}$ for $m=0$ ($\sigma$) and $-1/(2\sqrt{5\pi})$ for $m=\pm1$ ($\pi$). On the axis $Y_2^0=\sqrt{5/(4\pi)}$, so $4\pi G_2Y_2^0=\kappa$ with $\kappa_\sigma=2$, $\kappa_\pi=-1$. The denominators $2^{n+l}(n+l)!$ are 384 for $B_{4,0}$ and 3840 for the other two. Therefore
\begin{equation}
S_{2p}=\frac{e^{-z}}{45}\left[10q_4-q_5-\kappa z^2q_3\right],
\end{equation}
where $10q_4-q_5=-z^4+15z^2+45z+45$. Consequently
\begin{align}
S_\sigma&=e^{-z}\left(1+z+\tfrac15z^2-\tfrac2{15}z^3-\tfrac1{15}z^4\right),\\
S_\pi&=e^{-z}\left(1+z+\tfrac25z^2+\tfrac1{15}z^3\right).
\end{align}

At small $R$ the three overlaps are $1-\frac16z^2$, $1-\frac3{10}z^2$ and $1-\frac1{10}z^2$ to second order. This follows independently from $S=\langle e^{-ip_zR}\rangle\simeq1-\frac12R^2\langle p_z^2\rangle$. The virial theorem gives $\langle p^2\rangle=\alpha^2$, and the angular averages of $\cos^2\theta$ are $\frac13,\frac35,\frac15$. The $\sigma$ overlap falls fastest because its momentum lies mostly along the displacement.

At large $R$, $S_\sigma\to-z^4e^{-z}/15$, while $S_\pi\to z^3e^{-z}/15$. Parallel $\sigma$ orbitals face each other with lobes of opposite sign, hence the negative tail. For $\alpha=1$ bohr$^{-1}$ the sign changes at $R=2.513$ bohr.

At $R=2$ bohr and the same exponent, the contributions to \eqref{p} from $B_{4,0}$, $B_{5,0}$ and $B_{3,2}$ are
\begin{equation}
S_\sigma=2.315737-1.777403-0.312775=0.225559 .
\end{equation}
The largest term is about ten times the result, so roughly one decimal digit is lost to cancellation. The $\pi$ overlap is $0.694721$.

\section*{(f) A two-centre Sturmian basis}

\textit{Place normalized Coulomb Sturmians 1s, 2s, $2p_z$ with $\alpha=1$ bohr$^{-1}$ on two centres 2 bohr apart along $z$. Find their overlaps and judge how close the basis is to linear dependence.}

\textbf{Solution.} The 2s function is
\begin{equation}
2s=\sqrt{\alpha^3/\pi}\,(1-\alpha r)e^{-\alpha r}=8\alpha^{3/2}\left(B_{1,0}^0-2B_{2,0}^0\right).
\end{equation}
Applying \eqref{S} to each product of B functions gives, with the first orbital at the origin and the second at $\mathbf R$,
\begin{align}
S_{1s,2s}&=e^{-z}\left(\tfrac23q_3-\tfrac16q_4\right),\\
S_{2s,2s}&=e^{-z}\left(\tfrac43q_3-\tfrac23q_4+\tfrac1{15}q_5\right),\\
S_{1s,2p}&=-\tfrac16z\,q_3e^{-z},\\
S_{2s,2p}&=-z\,e^{-z}\left(\tfrac13q_3-\tfrac1{15}q_4\right).
\end{align}
At $z=2$, $q_3=13$, $q_4=77$ and $q_5=591$. The values are $-0.563897$, $0.730811$, $-0.586453$ and $0.216536$. Exchanging the orbitals reverses the sign of the s--p overlaps. The magnitude of $S_{1s,2p}$ equals $S_{1s}=0.586453$ here because $S_{1s,2p}=-\frac z2S_{1s}$ and $z=2$.

On one centre, $q_3=3$ and $q_4=15$ give $S_{1s,2s}=2-\frac52=-\frac12$. Sturmians with the same $l$ and different principal numbers are orthogonal with weight $1/r$; here $\int_0^\infty r(1-r)e^{-2r}dr=\frac14-\frac14=0$. With unit weight they need not be orthogonal, as the value $-\frac12$ shows. The one-centre overlap matrix has eigenvalues $\frac12,1,\frac32$, a ratio of 3.

For all six functions the extreme eigenvalues are $0.00596$ and $2.876$, a ratio of about 483. Some combination with unit coefficient vector thus has norm only $\sqrt{0.00596}\approx0.077$. The basis is linearly independent, but inverting its overlap matrix can amplify an error in a vector by up to $1/0.00596\approx168$. The short formula makes the matrix elements cheap; it does not remove this near-redundancy.

\section*{(g) Unequal exponents}

\textit{What replaces the short sum for two 1s orbitals with exponents $\alpha\ne\beta$?}

\textbf{Solution.} Let $A=\alpha^2+p^2$, $C=\beta^2+p^2$ and $D=\beta^2-\alpha^2=C-A$. The denominators no longer merge, but $1/(AC)=(1/A-1/C)/D$. Squaring this, and using it again for the cross term,
\begin{equation}
\frac1{A^2C^2}=\frac1{D^2}\left(\frac1{A^2}+\frac1{C^2}\right)-\frac2{D^3}\left(\frac1A-\frac1C\right).
\end{equation}
From \eqref{FT}, $\int e^{-i\mathbf p\cdot\mathbf R}A^{-2}d^3p=\pi^2e^{-\alpha R}/\alpha$. The Yukawa transform is $\int e^{-i\mathbf p\cdot\mathbf R}A^{-1}d^3p=2\pi^2e^{-\alpha R}/R$; its $\alpha$ derivative is $-2\alpha$ times the previous integral, as $\partial_\alpha A^{-1}=-2\alpha A^{-2}$ requires, and it vanishes as $\alpha\to\infty$. The normalized 1s transform is $(2\sqrt2/\pi)\alpha^{5/2}/A^2$, so
\begin{equation}
S=8(\alpha\beta)^{5/2}\left[\frac{e^{-\alpha R}/\alpha+e^{-\beta R}/\beta}{D^2}
-\frac{4\left(e^{-\alpha R}-e^{-\beta R}\right)}{R\,D^3}\right].
\end{equation}
As $R\to0$ this becomes $8(\alpha\beta)^{3/2}/(\alpha+\beta)^3$, the one-centre value. As $\beta\to\alpha$ at fixed $R$, both terms in the bracket grow as $D^{-2}$ while $S$ stays finite. Nearly equal exponents therefore cause severe cancellation in this form, whereas \eqref{S} treats the equal-exponent case directly.

\section*{Computed values}
\begin{verbatim}
transform test: exponent = 1.3 1/bohr, p = [ 0.5 -0.7  0.6] 1/bohr
B(2,1,0) transform, quadrature: -0.01102563 i (a.u.)
B(2,1,0) transform, formula:    -0.01102563 i (a.u.)
largest relative error, 5 transforms: 3.9e-12
tilted overlap test: exponent = 1.3 1/bohr, R = [ 0.8 -0.5  1.4] bohr
functions (n,l,m): (2, 2, 1) and (3, 1, 0)
  term: coefficient +0.233597 times B(6,3,-1)
  term: coefficient -0.218510 times B(7,1,-1)
  term: coefficient +0.218510 times B(8,1,-1)
overlap, formula:    -7.221380e-05-4.513362e-05j bohr^3
overlap, quadrature: -7.221380e-05-4.513362e-05j bohr^3
largest relative error, 7 overlaps: 7.1e-14
example: exponent = 1.0 1/bohr, distance = 2.0 bohr along z
2p sigma overlap, term by term (B values dimensionless):
  coefficient -0.252313, B(3,2,0) = 0.00115601, share -0.312775
  coefficient +0.282095, B(4,0,0) = 0.00765536, share +2.315737
  coefficient -0.282095, B(5,0,0) = 0.00587574, share -1.777403
2p sigma overlap: 0.225559 (dimensionless)
2p pi overlap: 0.694721 (dimensionless)
2p sigma overlap changes sign at 2.513268 bohr
one-centre Sturmian overlaps (rows and columns 1s, 2s, 2pz):
   1s   1.000000  -0.500000   0.000000
   2s  -0.500000   1.000000   0.000000
  2pz   0.000000   0.000000   1.000000
two-centre overlaps (row: first centre, column: second centre):
   1s   0.586453  -0.563897  -0.586453
   2s  -0.563897   0.730811   0.216536
  2pz   0.586453  -0.216536   0.225559
largest deviation of 6x6 matrix from quadrature: 5.4e-14
smallest eigenvalue of 6x6 overlap matrix: 0.005958
largest eigenvalue of 6x6 overlap matrix: 2.875942
condition number: 482.69
\end{verbatim}
